# Conserved Current Through Planes Cutting Ultrasoft Projector Spheres at Fixed Energy, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

Hartree atomic units are used, $\hbar=m_e=e=1$. A point is $\mathbf r=(\boldsymbol\rho,z)$, with $z$ the transport direction, and a prime denotes $\partial/\partial z$. The mean-field ultrasoft problem is $H\psi=ES\psi$ with

$$H=-\tfrac12\nabla^2+V+\sum_{ij}D_{ij}|\beta_i\rangle\langle\beta_j|,\qquad S=1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j| .$$

The assumptions are the following.

- (A1) The local potential $V$ is real.
- (A2) $D$ and $q$ are Hermitian, fixed, and block-diagonal in the atom index.
- (A3) Each $\beta_i$ vanishes outside a sphere about its atom, and a plane $z=z_0$ cuts finitely many spheres per lateral cell. The spheres may overlap.
- (A4) The system is periodic in $\boldsymbol\rho$ with lattice vectors $\mathbf R$, and all states obey $\psi(\mathbf r+\mathbf R)=e^{i\mathbf k_\parallel\cdot\mathbf R}\psi(\mathbf r)$ with one real $\mathbf k_\parallel$.

By (A4), the projection of $\psi$ on the image of $\beta_j$ displaced by $\mathbf R$ is $e^{i\mathbf k_\parallel\cdot\mathbf R}\langle\beta_j|\psi\rangle$. The images therefore enter the equation through the Bloch sum $\tilde\beta_i(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf k_\parallel\cdot\mathbf R}\beta_i(\mathbf r-\mathbf R)$, and $i$ runs over the atoms of one lateral cell. Unfolding the same sum gives $\int_{\rm cell}d^2\rho\,\tilde\beta_i^*\psi=\int_{\rm plane}d^2\rho\,\beta_i^*\psi$. For a state $\psi_k$ define

$$f_{ki}(z)=\int_{\rm cell}\!d^2\rho\,\tilde\beta_i^*\psi_k,\qquad a_{ki}(z_0)=\int_{-\infty}^{z_0}\!f_{ki}\,dz,\qquad b_{ki}(z_0)=\int_{z_0}^{\infty}\!f_{ki}\,dz .$$

Then $a+b=c$ with $c_{ki}=\langle\beta_i|\psi_k\rangle$ independent of $z_0$, and $a'=f$, $b'=-f$. The quantities $a_k,b_k,c_k,f_k$ are column vectors in $i$. For a real reference energy $\varepsilon$ put $W(\varepsilon)=D-\varepsilon q$, which is Hermitian by (A2), and define

$$I^0_{kl}(z)=\frac1{2i}\int_{\rm cell}\!d^2\rho\,\big[\psi_k^*\psi_l'-\psi_k'^*\psi_l\big],\qquad \rho_{kl}(z)=\int_{\rm cell}\!d^2\rho\,\psi_k^*\psi_l,$$

$$I^{\varepsilon}_{kl}(z)=I^0_{kl}(z)+i\big[a_k^\dagger W(\varepsilon)b_l-b_k^\dagger W(\varepsilon)a_l\big].\tag{1}$$

A positive diagonal element is a particle flux towards $+z$ through one cell.

## The balance equation

**Lemma 1.** Let $H\psi_k=E_kS\psi_k$ with $E_k$ real, and $H\psi_l=E_lS\psi_l$ with $E_l$ real or complex. Then

$$\frac{dI^0_{kl}}{dz}=-i(E_k-E_l)\rho_{kl}-i\big[f_k^\dagger W(E_l)c_l-c_k^\dagger W(E_k)f_l\big].\tag{2}$$

*Proof.* Moving $E_lS\psi_l$ to the left joins its projector part to that of $H$: $(-\tfrac12\nabla^2+V-E_l)\psi_l+\sum_i\tilde\beta_i[W(E_l)c_l]_i=0$. This is where $D-Eq$ arises. Solve it for the Laplacian, and take the complex conjugate of the same equation for $\psi_k$, using that $V$ and $E_k$ are real:

$$\nabla^2\psi_l=2(V-E_l)\psi_l+2\sum_i\tilde\beta_i[W(E_l)c_l]_i,\qquad \nabla^2\psi_k^*=2(V-E_k)\psi_k^*+2\sum_i\tilde\beta_i^*[W(E_k)c_k]_i^* .$$

In the $z$ derivative of $I^0_{kl}$ the products $\psi_k'^*\psi_l'$ cancel and leave $\frac1{2i}\int[\psi_k^*\psi_l''-\psi_k''^*\psi_l]$. The transverse analogue $\psi_k^*\nabla_\perp^2\psi_l-\psi_l\nabla^2_\perp\psi_k^*$ is the transverse divergence of $\psi_k^*\nabla_\perp\psi_l-\psi_l\nabla_\perp\psi_k^*$. This field is lattice-periodic because the two Bloch phases cancel by (A4), so its divergence integrates to zero over a cell and may be added. Hence $dI^0_{kl}/dz=\frac1{2i}\int[\psi_k^*\nabla^2\psi_l-\psi_l\nabla^2\psi_k^*]$. The terms in $V$ cancel. The energy terms give $2(E_k-E_l)\rho_{kl}$. The projector terms give $2f_k^\dagger W(E_l)c_l-2[W(E_k)c_k]^\dagger f_l$, and $[W(E_k)c_k]^\dagger=c_k^\dagger W(E_k)$ by hermiticity. With $2/(2i)=-i$, equation (2) follows. $\square$

For a single state of real energy $E$, the bracket is $x-x^*=2i\,\mathrm{Im}\,x$ with $x=f^\dagger Wc$, so $dI^0/dz=2\,\mathrm{Im}\,f^\dagger W(E)c$. The local current has a source on planes that cut a sphere. Integrated over the whole height of one atom the source is $2\,\mathrm{Im}\,c^\dagger Wc$ in that atom's block, which is zero for Hermitian $W$. The nonlocal term removes flux at one height and returns it at another, without net loss.

**Lemma 2.** For any two functions and any constant matrix $W$,

$$\frac{d}{dz}\,i\big[a_k^\dagger Wb_l-b_k^\dagger Wa_l\big]=i\big[f_k^\dagger Wc_l-c_k^\dagger Wf_l\big].\tag{3}$$

*Proof.* With $a'=f$ and $b'=-f$ the derivative of the bracket is $f_k^\dagger Wb_l-a_k^\dagger Wf_l+f_k^\dagger Wa_l-b_k^\dagger Wf_l$. The first and third terms add to $f_k^\dagger Wc_l$, the second and fourth to $-c_k^\dagger Wf_l$. $\square$

**Lemma 3.** Under the conditions of Lemma 1,

$$\frac{dI^\varepsilon_{kl}}{dz}=-i(E_k-E_l)\rho_{kl}-i\big[(\varepsilon-E_l)f_k^\dagger qc_l-(\varepsilon-E_k)c_k^\dagger qf_l\big].\tag{4}$$

*Proof.* Write $W(E_l)=W(\varepsilon)+(\varepsilon-E_l)q$ and $W(E_k)=W(\varepsilon)+(\varepsilon-E_k)q$ in (2). The $W(\varepsilon)$ terms are $-i[f_k^\dagger W(\varepsilon)c_l-c_k^\dagger W(\varepsilon)f_l]$, and they cancel against (3). The $q$ terms remain. $\square$

## The conservation theorem

**Theorem 1.** Let $\psi_k$ and $\psi_l$ solve $(H-ES)\psi=0$ at the same real $E$ under (A1)–(A4). Then $I_{kl}\equiv I^{E}_{kl}(z_0)$ is independent of $z_0$. Its diagonal is

$$I=\int_{\rm cell}\!d^2\rho\,\mathrm{Im}(\psi^*\psi')-2\,\mathrm{Im}\sum_{ij}(D_{ij}-Eq_{ij})\,a_i^*b_j,\tag{5}$$

and atoms whose spheres are not cut by the plane do not contribute to the second term.

*Proof.* For $E_k=E_l=\varepsilon=E$ all three coefficients in (4) vanish. For $k=l$, $b^\dagger Wa=(a^\dagger Wb)^*$, so the correction is $i\cdot2i\,\mathrm{Im}\,a^\dagger Wb=-2\,\mathrm{Im}\,a^\dagger Wb$, and likewise $I^0=\int\mathrm{Im}(\psi^*\psi')$. An atom wholly below the plane has $b=0$ and an atom wholly above has $a=0$. Since $W$ couples indices of one atom, such an atom gives zero in (1). By (A3) the remaining sum is finite. $\square$

*Remark 1 (meaning).* The term $a_k^\dagger Wb_l$ is the matrix element of the nonlocal part of $H-ES$ between the part of $\psi_k$ below the plane and the part of $\psi_l$ above it: a hop across the plane that bypasses the kinetic energy. On a plane that cuts no sphere, $I=I^0$. Any other functional that is independent of $z_0$ and equals $I^0$ on such a plane has the same value as (5). The theorem concerns the flux integrated over the cell and does not define a current density inside the sphere.

*Remark 2 (the weight $D$ alone).* The choice $\varepsilon=0$ gives the weight $D$. Because $D=W(E)+Eq$, equation (1) yields

$$I^{\varepsilon=0}(z_0)=I-2E\,\mathrm{Im}\,a^\dagger q\,b,\tag{6}$$

which varies with $z_0$ inside the spheres unless $E\,\mathrm{Im}\,f^\dagger qc$ vanishes there. In the norm-conserving limit $q=0$ the two weights coincide.

*Remark 3 (zero of energy).* The replacement $V\to V+s$, $D\to D+sq$ is $H\to H+sS$. It leaves the states unchanged, moves $E$ to $E+s$, and leaves $D+sq-(E+s)q=W$ unchanged, while $D$ itself changes. The screened coefficients $D_{ij}=D^0_{ij}+\int VQ_{ij}$, with augmentation functions obeying $\int Q_{ij}=q_{ij}$, transform in this way. If $V$ is shifted with $D$ held fixed, the perturbation is $s\cdot1$, and to first order the level moves by $s\langle\psi|\psi\rangle/\langle\psi|S|\psi\rangle$ instead of $s$.

**Corollary 1 (unequal energies).** For real $E_k\neq E_l$, $\bar E=\tfrac12(E_k+E_l)$ and $z_0<z_1$, let $p=\int_{z_0}^{z_1}f\,dz$. Then

$$I^{\bar E}_{kl}(z_0)-I^{\bar E}_{kl}(z_1)=i(E_k-E_l)\Big[\int_{z_0}^{z_1}\!\rho_{kl}\,dz+\tfrac12\big(p_k^\dagger qc_l+c_k^\dagger qp_l\big)\Big].\tag{7}$$

*Proof.* In (4), $\bar E-E_l=\tfrac12(E_k-E_l)$ and $\bar E-E_k=-\tfrac12(E_k-E_l)$, so the derivative is $-i(E_k-E_l)[\rho_{kl}+\tfrac12(f_k^\dagger qc_l+c_k^\dagger qf_l)]$. Integrate from $z_0$ to $z_1$ and reverse the sign. $\square$

The bracket is $\langle\psi_k|\tfrac12(PS+SP)|\psi_l\rangle$ with $P$ the projector on the slab. For unequal energies the fluxes through the two planes differ unless this bracket vanishes: the difference is fed by the augmented overlap held in the slab.

## Bloch states along the transport direction

Assume further that $V$, the projectors, $D$ and $q$ are invariant under $z\to z+d$. A generalized Bloch state has $\psi_k(\boldsymbol\rho,z+d)=e^{ikd}\psi_k(\boldsymbol\rho,z)$, with $k$ real or complex.

**Lemma 4.** For Bloch states with wave numbers $k_k$ and $k_l$, at any energies, $I^\varepsilon_{kl}(z_0+d)=e^{i(k_l-k_k^*)d}I^\varepsilon_{kl}(z_0)$.

*Proof.* In $I^0$ the ket factor gains $e^{ik_ld}$ and the conjugated factor gains $(e^{ik_kd})^*=e^{-ik_k^*d}$. The $a$ and $b$ of the atom in cell $n+1$ at the plane $z_0+d$ equal those of the atom in cell $n$ at $z_0$ times the Bloch factor, by the substitution $z\to z+d$ in their integrals. The sum over $n$ absorbs the relabelling. $\square$

**Theorem 2.** (i) At a common real energy, $I_{kl}=0$ unless $k_l=k_k^*$ modulo $2\pi/d$. (ii) Let $E(k)$ be a nondegenerate branch, differentiable at $k$ (analytic there if $k$ is complex), with $E(k)=E$ real and $\psi_{k+\delta}$ continuous in $\delta$. Let $\bar k$ label a solution at $E$ with wave number $k^*$. Then

$$I_{\bar kk}=\frac{dE}{dk}\,\frac{N}{d},\qquad N=\int_{z_0}^{z_0+d}\!\rho_{\bar kk}\,dz+c_{\bar k,0}^\dagger\,q\,c_{k,0},\tag{8}$$

where $c_{k,0}$ holds the full projections on the atoms of one cell. For real $k$ one takes $\bar k=k$, and $N$ is the $S$-norm per cell.

*Proof.* (i) Theorem 1 and Lemma 4 give $I_{kl}(1-e^{i(k_l-k_k^*)d})=0$.

(ii) Use (4) with the bra $\psi_{\bar k}$, the ket $\psi_{k+\delta}$ and $\varepsilon=E$. The last term drops out, and the others combine to $-i(E-E(k+\delta))[\rho+f_{\bar k}^\dagger qc_{k+\delta}]$; Lemma 1 allows the ket energy to be complex. Integrate over $[z_0,z_0+d]$. Lemma 4 gives the factor $e^{i(k+\delta-k)d}$, since the conjugate of the bra wave number $k^*$ is $k$:

$$\big(1-e^{i\delta d}\big)I^E(z_0)=i\big(E-E(k+\delta)\big)\Big[\int_{z_0}^{z_0+d}\!\rho\,dz+\sum_n p_{\bar k,n}^\dagger\,q\,c_{k+\delta,n}\Big].$$

To first order in $\delta$ the left side is $-i\delta d\,I_{\bar kk}$ and the prefactor on the right is $-i\delta\,dE/dk$. At $\delta=0$, $c_{k,n}=e^{iknd}c_{k,0}$, while $p_{\bar k,n}^\dagger$ is $e^{-iknd}$ times the conjugated part of the cell-0 projection taken over $[z_0-nd,z_0-nd+d]$. The factors cancel, these intervals tile the axis, and the parts add to $c_{\bar k,0}^\dagger$. Division by $-i\delta d$ gives (8). $\square$

*Remark 4.* An evanescent state has $k\ne k^*$, so $I_{kk}=0$, and its flux appears in the cross element with the solution at $k^*$. That solution exists. In a finite plane-wave basis $e^{i(k+G)z}$ the elements of $K(k)=H(k)-ES(k)$ are analytic in $k$, because the projector integrals run over a finite interval, and $K$ is Hermitian for real $k$. The analytic functions $K_{GG'}(k)$ and $K_{G'G}(k^*)^*$ agree on the real axis and so everywhere, whence $\det K(k^*)=[\det K(k)]^*$.

*Remark 5.* Equation (8) fixes the value of $I$ in a crystal where each plane cuts some sphere and the argument of Remark 1 is unavailable. Part (i) is silent for distinct states with the same real $k$. Let $N_{kl}$ be their $S$-overlap matrix per cell. The proof of (ii) holds with any of these states as the bra, so a branch whose state tends to $\sum_l v_l\psi_l$ as $\delta\to0$ obeys $\sum_l I_{kl}v_l=(1/d)(dE/dk)\sum_l N_{kl}v_l$. The states of definite velocity are therefore the solutions of this generalized eigenproblem, which make $I$ and $N$ diagonal together. The ordinary eigenvectors of $I_{kl}$ serve only in an $S$-orthonormal basis; in another basis they can mix states of opposite velocity. Part (ii) does not apply at a branch point of $E(k)$, where $E(k)$ is not analytic; at a nondegenerate band edge it applies and gives $I=0$.

## Scattering states

With the weight $D-Eq$, the flux matrix $I_{kl}$ between states of the same real energy is independent of the plane, and for a Bloch state on a nondegenerate, differentiable branch at real $k$ its diagonal element is $(dE/dk)\,N/d$. It remains to relate this matrix to transmission and reflection amplitudes, to derive its lattice form, and to check the results numerically.
